# Why donor-like oxygen vacancies resist p-type doping

A model oxide film contains \(10^{19}\) acceptors per cm³. At 1000 K, if oxygen vacancies are forbidden, its valence band holds \(1.65\times10^{18}\) holes per cm³. If vacancies may form in equilibrium with oxygen gas at \(10^{-6}\) Torr, the number is \(1.1\times10^{11}\), smaller by a factor of about \(1.5\times10^{7}\). The acceptors are all still there. Moreover, the vacancies that removed the holes have, in the final state, a *positive* formation energy of 0.81 eV. Both facts follow from one straight line together with the entropy of placing the vacancies.

## The line and its zero

Measure the Fermi level \(E_F\) from the valence edge \(\varepsilon_v\). To make a vacancy of charge \(+q\), one oxygen atom goes to a reservoir of chemical potential \(\mu_O\), and \(q\) electrons go to a reservoir at energy \(\varepsilon_v+E_F\). The formation energy is therefore

\[
E_q(E_F)=E_{\rm tot}(V^{q+})-E_{\rm tot}({\rm host})+\mu_O+q(\varepsilon_v+E_F)=E_q(0)+qE_F .
\]

The slope is \(+q\) because each electron given up must be placed at the Fermi level: the lower that level, the cheaper the vacancy.

The premise of the example is \(E_2(0)=-3\) eV at the stated anneal condition. Then

\[
E_2(E_F)=-3\ {\rm eV}+2E_F=0\quad\Longrightarrow\quad E_F=1.5\ {\rm eV}.
\]

The crossing lies at 1.5 eV and not at 3 eV because two electrons share the energy. It has a physical meaning only if the gap exceeds 1.5 eV and if 2+ is the stable charge there.

To check the charge, let \(\varepsilon(2{+}/{+})\) be the Fermi level at which the 2+ and + vacancies cost the same. Setting \(E_2(0)+2\varepsilon=E_1(0)+\varepsilon\) gives \(E_1(0)=E_2(0)+\varepsilon(2{+}/{+})\). In the same way, \(E_0=E_1(0)+\varepsilon({+}/0)\). With levels at 3.5 and 4.0 eV,

\[
E_1(0)=-3+3.5=0.5\ {\rm eV},\qquad E_0=0.5+4.0=4.5\ {\rm eV}.
\]

At \(E_F=1.5\) eV the three charge states cost 0, 2.0 and 4.5 eV, so 2+ is indeed the lowest.

These numbers also show where the negative energy comes from. Removing a neutral oxygen atom costs 4.5 eV. The two electrons left behind sit high in the gap, and dropping them to the valence edge releases \(3.5+4.0=7.5\) eV. The balance is \(4.5-7.5=-3\) eV. But electrons can drop to the valence edge only if there are empty places for them, and acceptor doping supplies those places.

## What a vacancy does to holes

Written as a reaction, the process is

\[
{\rm O}_{\rm lattice}+2h^+\longrightarrow V^{2+}+\tfrac12{\rm O}_2 .
\]

With both holes at the valence edge it releases 3 eV, or 1.5 eV per hole. If the holes instead sit on levels at heights \(\varepsilon_a\) and \(\varepsilon_b\) above the edge, the electrons fall less far, and the energy change is \(-3\ {\rm eV}+\varepsilon_a+\varepsilon_b\). This is negative when the mean height is below 1.5 eV. For a large number of holes the crossing is thus a threshold: at zero temperature, those below it are destroyed and those above it survive, except perhaps for one hole, because holes are removed in pairs. When the levels are closely spaced, that one hole lies near the crossing.

This can be tested without mentioning a Fermi level. Take 601 empty levels spaced evenly from 0 to 3 eV, let each vacancy fill the two lowest that remain, and find the number of vacancies that minimises the total energy. The highest filled level is then at 1.495 eV and the lowest empty one at 1.500 eV, as the spacing of 0.005 eV allows.

The resistance to p-type doping is therefore a feedback. Acceptors create holes and lower \(E_F\); the lower \(E_F\) makes vacancies cheaper; the vacancies supply electrons, which fill the holes and raise \(E_F\) again. Donor doping at a similar density meets no such opposition from this defect, since raising \(E_F\) makes the 2+ vacancy dearer.

## Why the Fermi level stops above 1.5 eV

At finite temperature a defect with positive formation energy still occurs, because it can be placed in many ways. Let \(n_V\) of \(N_O\) oxygen sites be vacant, each at cost \(E\). The free energy is

\[
G=n_VE-kT\ln\frac{N_O!}{n_V!\,(N_O-n_V)!}.
\]

With Stirling's formula, \(dG/dn_V=E-kT\ln[(N_O-n_V)/n_V]\). Setting this to zero gives \(n_V/(N_O-n_V)=e^{-E/kT}\). For \(n_V\ll N_O\),

\[
[V^{2+}]\simeq N_O\,e^{-(E_2(0)+2E_F)/kT}.
\]

Charge neutrality requires

\[
p+2[V^{2+}]+[V^{+}]=n+N_A^- ,
\]

where \(p\) and \(n\) are the hole and electron densities and \(N_A^-\) is the density of ionised acceptors. If vacancies do most of the compensating, \(p\), \(n\) and \([V^+]\) are small and \(N_A^-\simeq N_A\). Then \(2[V^{2+}]\simeq N_A\), or

\[
2N_O\,e^{-(E_2(0)+2E_F)/kT}=N_A .
\]

Taking logarithms gives \(E_2(0)+2E_F=kT\ln(2N_O/N_A)\), and hence

\[
E_F=-\frac{E_2(0)}2+\frac{kT}{2}\ln\frac{2N_O}{N_A}.
\]

For \(N_O=6\times10^{22}\) cm⁻³, \(N_A=10^{19}\) cm⁻³ and \(kT=0.08617\) eV, the logarithm is \(\ln(1.2\times10^4)=9.39\). The vacancy formation energy is \(0.08617\times9.39=0.81\) eV, and

\[
E_F=1.50+\tfrac12(0.81)=1.90\ {\rm eV}.
\]

The 0.81 eV is the positive formation energy noted at the start. Only one oxygen site in 12,000 need be vacant to compensate every acceptor, and configurational entropy pays for that many.

Solving the full neutrality equation, with both bands, all three vacancy charges and an acceptor level at 0.5 eV (fourfold degenerate when neutral), gives 1.90469 eV against 1.90470 eV from the formula. The neglected terms are small: \([V^{2+}]=5.0\times10^{18}\) cm⁻³, whereas \([V^+]=9\times10^{10}\) cm⁻³, including a factor of two for the spin of its unpaired electron.

A separate test avoids the Fermi level altogether. Take 20,000 ionised acceptors, with oxygen sites and band states in the same proportions as in the film; the band is represented by its effective number of states \(N_v\), defined in the next section, all placed at the valence edge. If \(k\) vacancies form, \(20{,}000-2k\) holes remain; weight each \(k\) by its number of arrangements and its Boltzmann factor. With a weaker driving energy of \(-1\) eV, chosen so that some holes survive, the exact average is 23.81 holes. The formula for \(E_F\), combined with \(p=N_ve^{-E_F/kT}\) from the next section, gives 23.82.

## The hole density

For \(E_F\) several \(kT\) above the valence edge, a parabolic band of mass \(m_h\) holds

\[
p=N_v e^{-E_F/kT},\qquad N_v=2\left(\frac{2\pi m_hkT}{h^2}\right)^{3/2}.
\]

Here \(m_h\) is twice the free-electron mass and \(N_v=4.32\times10^{20}\) cm⁻³, so

\[
p=4.32\times10^{20}\,e^{-1.9047/0.08617}=1.1\times10^{11}\ {\rm cm^{-3}}.
\]

Without vacancies, the Fermi level is at 0.48 eV. Inserting the formula for \(E_F\) shows how doping works against itself:

\[
p=N_v\left(\frac{N_A}{2N_O}\right)^{1/2}e^{E_2(0)/2kT}.
\]

In this compensated regime, four times as many acceptors give twice as many holes, and the fraction of acceptors that yield a hole is halved.

For acceptors shallow enough to stay ionised, the same expression shows when the resistance ends. The derivation assumed \(p\ll N_A\), which requires \(e^{E_2(0)/2kT}\ll\sqrt{2N_ON_A}/N_v\). For the present densities the right side is about 2.5, so the formula would reach \(p=N_A\) at \(E_2(0)=2kT\ln2.5\approx0.16\) eV, and the assumption \(p\ll N_A\) fails somewhat before that. A vacancy that costs well over this at the valence edge would leave fully ionised acceptors largely uncompensated at 1000 K.

The opposite limit is low temperature. With \(E_2(0)\) held at \(-3\) eV and equilibrium maintained, \(E_F\) is 1.74 eV at 600 K and 1.62 eV at 300 K, and it extrapolates to 1.50 eV at 0 K. The zero crossing is the low-temperature limit of the equilibrium Fermi level, provided the acceptor level lies below the crossing. For a level \(\varepsilon_A\) above it the acceptors are only partly ionised, and the limit is \((\varepsilon_A-E_2(0))/3\) instead. Holding \(E_2(0)\) fixed means holding \(\mu_O\) fixed, which is not the same as holding the gas pressure fixed.

## How much oxygen helps

An ideal gas has \(\mu_{{\rm O}_2}=\mu^\circ(T)+kT\ln(P/P^\circ)\), and an oxygen atom carries half of this. Raising the pressure from \(P_1\) to \(P_2\) at fixed temperature therefore changes both \(\mu_O\) and \(E_2(0)\) by

\[
\Delta\mu_O=\frac{kT}{2}\ln\frac{P_2}{P_1}.
\]

From \(10^{-6}\) to 760 Torr at 1000 K this is 0.88 eV. The crossing falls by half as much, to 1.06 eV, and the equilibrium Fermi level falls to 1.46 eV. Since \(p\propto e^{E_2(0)/2kT}\), the hole density grows as

\[
e^{\Delta\mu_O/2kT}=(P_2/P_1)^{1/4}=(7.6\times10^8)^{1/4}=166 .
\]

The result is \(1.8\times10^{13}\) cm⁻³, still far below \(N_A\). Moving the crossing to the valence edge would need \(\Delta\mu_O=3\) eV. The ideal-gas law would then ask for about \(10^{24}\) Torr, far beyond its own validity, so gas pressure is no practical remedy here.

## Cooling the film

Suppose the film anneals at \(10^{-6}\) Torr and is then cooled to 300 K so fast that its total vacancy density \([V]\) is frozen. Put \([V^{2+}]=[V]-[V^+]-[V^0]\) and \(N_A^-=N_A-N_A^0\) into the neutrality equation and rearrange:

\[
N_A-2[V]=p-n+N_A^0-[V^+]-2[V^0].
\]

The left side cannot change during cooling. Its value, set at 1000 K, is \(3.4\times10^{12}\) cm⁻³. When \(n\), \([V^+]\) and \([V^0]\) are negligible, as they are after cooling, this surplus is an upper bound on \(p\). Most of it settles on the acceptors as neutral \(N_A^0\), and \(2\times10^4\) band holes per cm³ remain, against \(8\times10^{14}\) without vacancies.

The Fermi level is now at 0.92 eV, *below* the 1.5 eV crossing set by the oxygen potential of the anneal. There is no contradiction: at that same \(\mu_O\) the vacancy formation energy is \(-3+2(0.92)=-1.16\) eV, and more vacancies would form if oxygen could leave to a reservoir held at that potential. The 1.5 eV limit belongs to equilibrium at that potential. In gas kept at \(10^{-6}\) Torr, cooling raises \(\mu_O\), so the crossing itself would be lower at 300 K. Counting only the ideal-gas change, \(\mu_O\) rises by about 1.44 eV, the crossing falls to about 0.78 eV and the equilibrium Fermi level is about 0.90 eV. Against that gas the frozen film at 0.92 eV lies above the crossing and would not lose more oxygen. By the same reasoning, a film doped at a temperature too low for oxygen exchange can keep its holes, but only as a metastable state.

## Beside a real oxide

The gap of 5.8 eV, the vacancy levels, masses and site density are rough values in the regime of hafnium dioxide, used in resistive and charge-trap memory. The \(-3\) eV is a premise, not a computed property of that material; an error \(\delta\) in it moves the crossing by \(-\delta/2\). The oxygen pressure of \(10^{-6}\) Torr, far below that in air, and the acceptor level are choices.

An assumption that may fail in a device is free exchange of oxygen with the gas. A short anneal or an unreactive, oxygen-tight cap can prevent it. An electrode that takes up oxygen is instead a reservoir with its own \(\mu_O\); if that lies below the value for the gas, vacancies become cheaper still. With no exchange and no vacancies initially present, the Fermi level at 1000 K would be 0.48 eV instead of 1.90 eV. Both are values for neutral bulk material. In a film of thickness \(L=10\) nm between metal electrodes, the ionised acceptors can bend the bands by only \(eN_AL^2/8\varepsilon\approx0.11\) eV for a relative permittivity of 20, so the electrodes set the Fermi level throughout; the bulk values are reached only in films several tens of nanometres thick.

The other omissions estimated here move the 1.90 eV less. An assumed formation entropy of \(5k\) per vacancy raises it by 0.22 eV, and an assumed thermal rise of the valence edge by 0.2 eV lowers it by 0.20 eV. Continuum estimates with a relative permittivity of 20 give \(+0.04\) eV for screening and \(+0.05\) eV for vacancy–acceptor pairing. These last two overlap and should not be added. Pairing would bind about two thirds of the vacancies, yet each would still have consumed two holes. After cooling, fewer than one acceptor in a million is neutral, and these are the ones whose levels are raised most by neighbouring charges; a rough screened-Coulomb estimate lifts the cooled 0.92 eV by 0.04 to 0.09 eV.

The hole counts, both hot and cooled, are much less secure. Suppose holes can trap themselves in lattice distortions at an assumed 0.3 eV above the edge, with one such site per oxygen atom and two spin states. With vacancies present the anneal Fermi level hardly changes, but the total of band and self-trapped holes at 300 K becomes \(6\times10^{14}\) cm⁻³ with vacancies and \(7\times10^{18}\) cm⁻³ without. The suppression is then a factor of about \(10^4\), not the \(4\times10^{10}\) found for band holes alone. The comparison at 1000 K changes likewise: without vacancies, self-trapping holds the Fermi level at \(0.3+kT\ln(2N_O/N_A)=1.11\) eV instead of 0.48 eV, leaving about \(1.1\times10^{15}\) band holes per cm³, so the opening factor of \(1.5\times10^{7}\) also falls to about \(10^4\). The vacancies still win, but by a margin that depends on where the holes reside. Further values are in the numerical output below.

## Calculated quantities

```
V(2+) formation energy at valence edge: -3.00 eV
Zero crossing, all charge states: 1.500 eV
Total-energy test, highest filled level: 1.495 eV
Total-energy test, lowest empty level: 1.500 eV
Gap (rough): 5.8 eV
Vacancy levels 2+/+ and +/0 (rough): 3.5, 4.0 eV
Neutral vacancy formation energy: 4.50 eV
Oxygen sites (rough): 6.00e+22 cm^-3
Acceptors: 1.00e+19 cm^-3; level: 0.50 eV
Hole, electron masses (rough): 2.0, 1.0 m_e
Anneal: 1000 K, oxygen 1.0e-06 Torr
kT at anneal: 0.08617 eV
Valence density at anneal: 4.320e+20 cm^-3
Canonical test, driving energy: -1.0 eV
Canonical test, exact holes: 23.8088 of 20000
Canonical test, formula holes: 23.8224 of 20000
Fermi level, pinning formula: 1.90470 eV
Fermi level, full neutrality: 1.90469 eV
V(2+) formation energy there: 0.8094 eV
V(2+) density: 5.0000e+18 cm^-3
V(+) density: 9.12e+10 cm^-3
V(0) density: 1.26e+00 cm^-3
Band holes with vacancies, anneal: 1.087e+11 cm^-3
Fermi level without vacancies: 0.4798 eV
Band holes without vacancies, anneal: 1.650e+18 cm^-3
Same holes by quadrature: 1.648e+18 cm^-3
Fixed E2, Fermi level at 600 K: 1.7428 eV
Fixed E2, Fermi level at 300 K: 1.6214 eV
Fixed E2, extrapolated to 0 K: 1.5000 eV
Oxygen potential rise at 760 Torr: 0.8811 eV
Crossing at 760 Torr: 1.0595 eV
Fermi level at 760 Torr: 1.4642 eV
Band holes at 760 Torr: 1.805e+13 cm^-3
Hole gain from pressure: 166.0 times
Ideal log10(P/Torr) for crossing at edge: 24.2
Frozen cooling to 300 K, Fermi level: 0.9213 eV
Uncompensated acceptors: 3.350e+12 cm^-3
Cooled band holes with vacancies: 2.368e+04 cm^-3
Cooled band holes without vacancies: 8.408e+14 cm^-3
Self-trapped hole level (rough): 0.30 eV
Self-trapping, anneal Fermi shift: 4.23e-06 eV
Self-trapping, cooled Fermi level: 0.7960 eV
Self-trapping, uncompensated: 9.848e+14 cm^-3
All cooled holes with vacancies: 5.585e+14 cm^-3
All cooled holes without vacancies: 6.637e+18 cm^-3
Entropy 5 k_B, Fermi shift: +0.2154 eV
Edge rise 0.2 eV, Fermi shift: -0.2000 eV
Relative permittivity (rough): 20
Debye length: 1.782 nm
Screening lowers V(2+) energy by: 0.0808 eV
Screening, Fermi shift: +0.0404 eV
Pair distance (rough): 0.21 nm; neighbours: 7
Pair binding, continuum estimate: 0.686 eV
Fraction of vacancies paired: 0.686
Pairing, Fermi shift: +0.0500 eV
```
